## Periodic Gaussian density fitting with compensating charges

Density fitting in a crystal needs Coulomb integrals between periodically repeated Gaussians, and neither direct way of summing them is satisfactory: the reciprocal-space sum converges but becomes long for steep functions, and the real-space sum need not converge at all. In reciprocal space the cutoff grows with the steepest exponent: in the model of this section one $s$ function of exponent $6.4\ \text{bohr}^{-2}$ needs 3574 reciprocal vectors for an absolute error of $10^{-8}$ a.u. in its self-repulsion. In real space, at zero momentum transfer, the sum diverges for charged functions. Neutrality does not repair it: for a $p$ function, which has no charge, the lattice sum exceeds the correct value $2.2997$ a.u. by $0.3183$ when taken over a sphere of cells and by $0.6429$ over a plate of $13\times13\times5$ cells perpendicular to the axis of the function. The cure is to subtract from each auxiliary function a smooth Gaussian with the same multipole moment, not merely the same charge, and at zero momentum transfer to remove a constant hidden in the real-space sum.

### Definitions and the fit

Atomic units are used. The lattice is three-dimensional, with vectors $\mathbf T$, cell volume $\Omega$ and reciprocal vectors $\mathbf G$; $\tilde f(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}f\,d^3r$, $f^{\mathbf T}(\mathbf r)=f(\mathbf r-\mathbf T)$, and $(f|g)=\iint f^*(\mathbf r)g(\mathbf r')/|\mathbf r-\mathbf r'|$ is the free-space integral. With real orbitals $\phi_\mu$ and Bloch sums $\phi_\mu^{\mathbf k}=\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\phi_\mu^{\mathbf T}$, the pair density $\rho_{\mu\nu}=\phi_\mu^{\mathbf k*}\phi_\nu^{\mathbf k'}$ has Fourier components at $\mathbf K=\mathbf G+\mathbf q$, $\mathbf q=\mathbf k'-\mathbf k$. Its component over one cell is

$$\tilde\rho_{\mu\nu}(\mathbf K)=\sum_{\mathbf T_1\mathbf T_2}e^{-i\mathbf k\cdot\mathbf T_1+i\mathbf k'\cdot\mathbf T_2}\int_{\rm cell}e^{-i\mathbf K\cdot\mathbf r}\phi_\mu^{\mathbf T_1}\phi_\nu^{\mathbf T_2}\,d^3r .$$

Put $\mathbf T_2=\mathbf T_1+\mathbf T$ and shift $\mathbf r\to\mathbf r+\mathbf T_1$. The phase becomes $e^{i\mathbf q\cdot\mathbf T_1}e^{i\mathbf k'\cdot\mathbf T}$, the shift gives $e^{-i\mathbf K\cdot\mathbf T_1}=e^{-i\mathbf q\cdot\mathbf T_1}$, and the $\mathbf T_1$ phases cancel. The shifted cells tile space, so

$$\tilde\rho_{\mu\nu}(\mathbf K)=\sum_{\mathbf T}e^{i\mathbf k'\cdot\mathbf T}\int e^{-i\mathbf K\cdot\mathbf r}\phi_\mu\phi_\nu^{\mathbf T}\,d^3r .\tag{1}$$

At $\mathbf q=0$, $\tilde\rho_{\mu\nu}(0)$ is the overlap $S^{\mathbf k}_{\mu\nu}$. For $s$ orbitals with norms $N_\mu,N_\nu$, exponents $a,a'$ and centres $\mathbf A$, $\mathbf A'$ (the latter including $\mathbf T$), completing the square gives one Gaussian of exponent $p=a+a'$ at $\mathbf P=(a\mathbf A+a'\mathbf A')/p$, and the integral in (1) is $N_\mu N_\nu(\pi/p)^{3/2}e^{-aa'|\mathbf A-\mathbf A'|^2/p}\,e^{-K^2/4p}e^{-i\mathbf K\cdot\mathbf P}$.

The same unfolding makes $\tilde\chi_P(\mathbf K)$ the component of the Bloch sum of an auxiliary function $\chi_P$. Poisson's equation multiplies each component by $4\pi/K^2$, so the repulsion per cell is

$$\langle f|g\rangle=\frac{4\pi}{\Omega}\sum_{\mathbf K\ne0}\frac{\tilde f^*(\mathbf K)\,\tilde g(\mathbf K)}{K^2}.\tag{2}$$

Omitting $\mathbf K=0$, which occurs only for $\mathbf q=0$, places each density on a uniform neutralising background. Define $J_{PQ}=\langle\chi_P|\chi_Q\rangle$, $V_P=\langle\chi_P|\rho\rangle$, $W=\langle\rho|\rho\rangle$. For the residual $\delta\rho=\rho-\sum_Pc_P\chi_P$, expanding and completing the square gives

$$\langle\delta\rho|\delta\rho\rangle=W-c^\dagger V-V^\dagger c+c^\dagger Jc=W-V^\dagger J^{-1}V+(c-J^{-1}V)^\dagger J(c-J^{-1}V).$$

By (2), $J$ is positive semidefinite; if it is invertible the minimum lies at $c=J^{-1}V$, and

$$W-V^\dagger J^{-1}V=\langle\delta\rho|\delta\rho\rangle\ge0.\tag{3}$$

This holds for every linear combination of the $\rho_{\mu\nu}$, so the matrix $W-V^\dagger J^{-1}V$ over pair indices is positive semidefinite. The error matrix is quadratic in the residuals. Its diagonal elements, the errors of the self-repulsions, cannot grow when functions are added; an off-diagonal element can.

### The compensating function

Let $\chi_P=N_\alpha r^lY_{lm}e^{-\alpha r^2}$ with real normalised $Y_{lm}$, centred at the origin; a centre $\mathbf R_P$ adds the factor $e^{-i\mathbf K\cdot\mathbf R_P}$. Multiplying by $\mathbf r$ acts on the transform as $i\nabla_{\mathbf K}$. For a complex vector with $\mathbf u\cdot\mathbf u=0$, the polynomial $(\mathbf u\cdot\mathbf r)^l$ is harmonic, because its Laplacian is proportional to $\mathbf u\cdot\mathbf u$. Such polynomials span a rotation-invariant subspace of the irreducible space of the $r^lY_{lm}$, hence all of it. Since $\mathbf u\cdot\nabla(\mathbf u\cdot\mathbf K)=0$, each derivative acts on the exponential alone: $(i\mathbf u\cdot\nabla)^le^{-K^2/4\alpha}=(-i\mathbf u\cdot\mathbf K/2\alpha)^le^{-K^2/4\alpha}$. By linearity,

$$\tilde\chi_P(\mathbf K)=(-i)^lA_\alpha K^lY_{lm}(\hat{\mathbf K})\,e^{-K^2/4\alpha},\qquad A_\alpha=N_\alpha\Big(\frac\pi\alpha\Big)^{3/2}(2\alpha)^{-l}.\tag{4}$$

Normalisation, $N_\alpha^2\,\Gamma(l+\tfrac32)/[2(2\alpha)^{l+3/2}]=1$, gives $N_\alpha\propto\alpha^{(2l+3)/4}$, so $A_\alpha\propto\alpha^{(2l+3)/4-3/2-l}=\alpha^{-(2l+3)/4}$. The multipole moment $N_\alpha\int r^{2l+2}e^{-\alpha r^2}dr=N_\alpha\Gamma(l+\tfrac32)/(2\alpha^{l+3/2})$ differs from $A_\alpha$ by a factor depending on $l$ only. For $l=0$ the charge is $q_P=A_\alpha Y_{00}=(2\alpha/\pi)^{3/4}(\pi/\alpha)^{3/2}=(2\pi/\alpha)^{3/4}$; for $l>0$, $q_P=0$.

Choose an exponent $\eta>0$. For $\alpha>\eta$ let $\xi_P$ be $\gamma_P$ times the normalised Gaussian of the same centre, $l$ and $m$ with exponent $\eta$. Equal moments require $\gamma_PA_\eta=A_\alpha$:

$$\gamma_P=(\eta/\alpha)^{(2l+3)/4}.\tag{5}$$

For $\alpha\le\eta$ the function is already smooth, and $\xi_P=\chi_P$. Let $D_P=\chi_P-\xi_P$. The identity $e^{-K^2/4\alpha}-e^{-K^2/4\eta}=K^2\int_{1/4\alpha}^{1/4\eta}e^{-tK^2}dt$ cancels the Coulomb pole, so the free-space potential $u_P$ of $D_P$ has

$$\tilde u_P(\mathbf K)=\frac{4\pi\tilde D_P}{K^2}=4\pi(-i)^lA_\alpha K^lY_{lm}\int_{1/4\alpha}^{1/4\eta}e^{-tK^2}dt.\tag{6}$$

Read backwards with $t=1/4\beta$, (4) says that each $t$ contributes a positive multiple of $r^lY_{lm}e^{-\beta r^2}$ with $\eta\le\beta\le\alpha$. The potential therefore falls at least as fast as $r^le^{-\eta r^2}$ for every $l$, whereas that of $\chi_P$ falls as $r^{-(l+1)}$. Equation (6) is also continuous at $\mathbf K=0$, where it equals the volume integral of the potential:

$$\bar u_P=4\pi q_P\Big(\frac1{4\eta}-\frac1{4\alpha}\Big)=\pi q_P\Big(\frac1\eta-\frac1\alpha\Big),\tag{7}$$

and $\bar u_P=0$ for $l>0$ through the factor $K^l$, and for $\alpha\le\eta$. For $l=0$ and $\alpha>\eta$ the neutral spherical charge $D_P$ thus has a nonzero mean potential, positive here because the positive part is the inner one.

For $l=0$ a closed form follows. A unit Gaussian charge of exponent $\theta$ has potential $\operatorname{erf}(\sqrt\theta r)/r$, since $d^2\operatorname{erf}(\sqrt\theta r)/dr^2=-4\pi r(\theta/\pi)^{3/2}e^{-\theta r^2}$ is the radial Poisson equation. Against an $s$ Gaussian $g$ of exponent $p$ and charge $q_g$ at distance $R$, the transforms multiply to $e^{-K^2/4\theta_x}$ with $\theta_x=xp/(x+p)$, so $(D_P|g)=q_Pq_g[\operatorname{erfc}(\sqrt{\theta_\eta}R)-\operatorname{erfc}(\sqrt{\theta_\alpha}R)]/R$. For $\alpha=3.2$, $\eta=1$, $p=1.2$, the bare integrals at $R=8$ bohr are $0.718$, $0.0502$ and $0.00607$ a.u. for $l=0,1,2$ (norm over $m$) and drop by 2, 4 and 8 at 16 bohr. The compensated ones, with $\gamma=0.4180$, $0.2336$, $0.1306$, are below $10^{-15}$ a.u.

### Splitting the sums

Let $g=\sum_{\mathbf T}e^{i\mathbf k'\cdot\mathbf T}\phi_\mu\phi_\nu^{\mathbf T}$, a localised function whose transform is (1). The translated $D_P^{\mathbf T'}$ has transform $\tilde D_Pe^{-i\mathbf K\cdot\mathbf T'}$, and it enters conjugated, so Parseval's theorem gives

$$(D_P^{\mathbf T'}|g)=\int\frac{d^3K}{(2\pi)^3}\,\tilde u_P^*(\mathbf K)\,\tilde g(\mathbf K)\,e^{+i\mathbf K\cdot\mathbf T'}.$$

Multiply by $e^{-i\mathbf q\cdot\mathbf T'}$, sum, and use $\sum_{\mathbf T'}e^{i(\mathbf K-\mathbf q)\cdot\mathbf T'}=\frac{(2\pi)^3}{\Omega}\sum_{\mathbf G}\delta(\mathbf K-\mathbf q-\mathbf G)$. This is legitimate because the integrand is smooth and both sums converge absolutely. Then

$$\sum_{\mathbf T'}e^{-i\mathbf q\cdot\mathbf T'}(D_P^{\mathbf T'}|g)=\frac1\Omega\sum_{\text{all }\mathbf K}\tilde u_P^*\tilde g=\langle D_P|\rho\rangle+\delta_{\mathbf q0}\frac{\bar u_P\,\tilde g(0)}{\Omega}.\tag{8}$$

The lattice sum contains the $\mathbf K=0$ term that (2) excludes. Inserting $\chi_P=D_P+\xi_P$ in $V$ and $\tilde g(0)=S^{\mathbf k}_{\mu\nu}$,

$$V_{P,\mu\nu}=\sum_{\mathbf T'\mathbf T}e^{-i\mathbf q\cdot\mathbf T'}e^{i\mathbf k'\cdot\mathbf T}(D_P^{\mathbf T'}|\phi_\mu\phi_\nu^{\mathbf T})-\delta_{\mathbf q0}\frac{\bar u_PS^{\mathbf k}_{\mu\nu}}{\Omega}+\langle\xi_P|\rho_{\mu\nu}\rangle.\tag{9}$$

For the metric, expand both sides, $J=\langle D|D\rangle+\langle D|\xi\rangle+\langle\xi|D\rangle+\langle\xi|\xi\rangle$, and put $D=\chi-\xi$ in the two cross terms, which turns the last three terms into $\langle\chi|\xi\rangle+\langle\xi|\chi\rangle-\langle\xi|\xi\rangle$. For $\langle D|D\rangle$ use (8) with $g=D_Q$, whose charge is zero, so that no constant appears. Since $(D_P^{\mathbf T'}|D_Q)=(D_P|D_Q^{-\mathbf T'})$, relabelling $\mathbf T=-\mathbf T'$ reverses the phase:

$$J_{PQ}=\sum_{\mathbf T}e^{i\mathbf q\cdot\mathbf T}(D_P|D_Q^{\mathbf T})+\langle\xi_P|\chi_Q\rangle+\langle\chi_P|\xi_Q\rangle-\langle\xi_P|\xi_Q\rangle.\tag{10}$$

Compensating one side only, $g=\chi_Q$, gives the equivalent form $\sum_{\mathbf T}e^{i\mathbf q\cdot\mathbf T}(D_P|\chi_Q^{\mathbf T})-\delta_{\mathbf q0}\bar u_Pq_Q/\Omega+\langle\xi_P|\chi_Q\rangle$. Equations (9) and (10) are identities for any $\eta$, so the fit does not depend on it.

If $\eta$ exceeds every $\alpha$, all $D_P$ vanish and (2) is recovered. As $\eta\to0$, $\bar u_P$ grows as $1/\eta$ and cancels against an ever longer lattice sum. As $\mathbf q\to0$ the lattice sum in (8) is continuous, its $\mathbf K=\mathbf q$ term tending to $\bar u_P S/\Omega$; that term belongs to (2) for $\mathbf q\neq0$ and must be kept. The $\mathbf K=\mathbf q$ term of $\langle\xi_P|\rho\rangle$ behaves differently. By (4), for $S\ne0$ it grows as $1/q^2$ for an $s$ function, where it is $4\pi q_PS/(\Omega q^2)$ to leading order, and as $1/q$ for a $p$ function, times the cosine of the angle between $\mathbf q$ and the axis of the function; for a $d$ function it stays finite but its limit depends on the direction of $\mathbf q$. This is a property of the Coulomb kernel, and compensation leaves it untouched.

### Why neutrality is not enough

For bare functions of orders $l,l'$, (4) gives an integrand $h=4\pi\tilde\chi^*\tilde\chi'/K^2\sim K^{l+l'-2}$. It is singular at the origin for $l+l'<2$, direction dependent for $l+l'=2$, and vanishing for $l+l'>2$, where the lattice terms still fall only as $R^{-(l+l'+1)}$. For two $p$ functions on one centre, $\tilde\chi_a\to-idK_a$ and $h\to4\pi d^2\hat K_a\hat K_b$. With $\chi_z=nze^{-\alpha r^2}$, normalisation reads $n^2(\pi/2\alpha)^{3/2}/4\alpha=1$ and the dipole is $d=n(\pi/\alpha)^{3/2}/2\alpha$.

Sum at $\mathbf q=0$ over a large finite region of cells. The phase sum becomes narrow peaks of weight $(2\pi)^3/\Omega$ at each $\mathbf G$. Those at $\mathbf G\ne0$ reproduce $J$; the peak at the origin averages $\hat K_a\hat K_b$ with an angular weight set by the shape of the region. The excess over $J_{ab}$ is $(4\pi d^2/\Omega)\overline{\hat K_a\hat K_b}$. A sphere has an isotropic peak and an excess $4\pi d^2\delta_{ab}/3\Omega$. For any shape the trace is $4\pi d^2/\Omega$, since $\hat K_a\hat K_a=1$. A thin plate normal to $z$ has a peak stretched along $z$, which moves the weight into the $zz$ element. Small regions already reach the sphere value and the trace on a cubic lattice, because beyond the overlap range the terms are $d^2(\delta_{ab}-3\hat T_a\hat T_b)/T^3$, which is traceless and sums to zero over each cubic shell. For $\alpha=1.6$, $d^2=4.8637$ and $\Omega=64$ give $4\pi\times4.8637/192=0.3183$, the excess found for a sphere of 81 cells. A $13\times13\times5$ plate gives a $zz$ excess of $0.6429$, with trace $0.9550=3\times0.31833$. The compensated sum $(D|D)_{zz}$ is $0.38057485$ for both shapes.

### Truncation and propagated errors

Let $L=\ln(1/\epsilon)$. Every reciprocal term of (9) and (10) contains a $\tilde\xi$, which falls at least as $e^{-K^2/4\eta}$; setting this to $\epsilon$ gives $G_c=\sqrt{4\eta L}$. In real space, $(D_P^{\mathbf T'}|g)$ is the integral of $u_P^{\mathbf T'}\phi_\mu$ times a bounded Bloch sum. Completing the square for exponents $\eta$ and $a$ at distance $R$ gives $e^{-a\eta R^2/(a+\eta)}$, slowest for the smallest orbital exponent $a_{\min}$. If $b_c$ is the largest distance between centres of one cell, then $R\ge|\mathbf T'|-b_c$, and

$$R_c=\sqrt{L(1/a_{\min}+1/\eta)}+b_c,\qquad R_{\rm pair}=\sqrt{2L/a_{\min}}+b_c.\tag{11}$$

The second range comes from the prefactor $e^{-aa'R^2/p}$ at $a=a'=a_{\min}$. For $(D|D)$ the same argument replaces $a_{\min}$ by $\eta$, which lies within $R_c$ when $\eta\ge a_{\min}$. These rules keep the exponential only and ignore polynomial prefactors and term counts, so they are estimates and not bounds. They show the trade: the number of $\mathbf K$ grows as $\eta^{3/2}$, while the estimate $R_c$ falls only towards $\sqrt{L/a_{\min}}+b_c$, until $\eta$ reaches the largest $\alpha$ and the real-space sum disappears.

A sharper estimate for $s$ functions replaces $\Omega^{-1}\sum_{\mathbf K}$ by $\int d^3K/(2\pi)^3$, valid when $G_c$ spans many shells. For terms $4\pi q_P^2e^{-bK^2}/K^2$,

$$\tau_b(G_c)=\frac{4\pi q_P^2}{(2\pi)^3}\,4\pi\int_{G_c}^\infty e^{-bK^2}dK=\frac{q_P^2}{\sqrt{\pi b}}\operatorname{erfc}(\sqrt b\,G_c).\tag{12}$$

The plain sum for $J_{PP}$ has $b=1/2\alpha$, hence $G_c\propto\sqrt\alpha$ up to logarithms. In (10) the tail is $2\tau_{b_1}-\tau_{b_2}$ with $b_1=1/4\eta+1/4\alpha$ and $b_2=1/2\eta$, and $b_1>1/4\eta$ however steep the function.

Errors $\delta V,\delta J$ reach the fit through $\delta(J^{-1})=-J^{-1}\delta J\,J^{-1}$. To first order,

$$\delta(V^\dagger J^{-1}V)=\delta V^\dagger c+c^\dagger\delta V-c^\dagger\delta J\,c ,$$

so the amplification is governed by $|c|$. Along an eigenvector $U_i$ of $J$ the coefficient is $U_i^\dagger V/\lambda_i$, which becomes unreliable when $\lambda_i$ approaches $|\delta J|$. Such vectors are dropped; this removes the non-negative terms $|U_i^\dagger V|^2/\lambda_i$ from the fit and preserves (3). At $\mathbf q=0$ one source of small $\lambda_i$ is periodicity itself: a combination whose Bloch sum is constant has only a $\mathbf K=0$ component and $Jc=0$, and an $s$ function with $4\alpha\ll G_{\min}^2$ approaches this.

The algorithm is then:

1. Build one $\xi$ shell per centre and $l$, and the coefficients (5).
2. Compute molecular two- and three-centre integrals for $\chi$ and $\xi$ over the same cells within (11), subtract them to form $D$, and apply the phases.
3. At $\mathbf q=0$ subtract $\bar u_PS^{\mathbf k}/\Omega$.
4. Add the reciprocal sums up to $G_c$.
5. Diagonalise $J$, drop eigenvalues below a threshold, and form $V^\dagger J^{-1}V$.

Step 2 subtracts long-ranged integrals, so rounding is relative to the bare sums. Equation (4) assumes solid harmonics: a Cartesian $d$ shell contains the charged function $r^2e^{-\alpha r^2}$, whose charge (5) with $l=2$ does not cancel: against the normalised $r^2e^{-\eta r^2}$ the coefficient is $(\eta/\alpha)^{3/4}$, and the mean potential is then $\tfrac53\pi q(1/\eta-1/\alpha)$, with $q$ its charge, instead of (7). For a contracted function, (5) and (7) are summed over primitives. The kernel (2) and the constant $\bar u_P\tilde g(0)/\Omega$ in (8) are those of three-dimensional periodicity.

### Worked example

The model is a simple cubic cell, $a=4$ bohr, $\Omega=64$ bohr$^3$, with centres $A=(0,0,0)$ and $B=(1.2,0.8,0.6)$ bohr, so $b_c=1.562$ bohr. The normalised $s$ orbitals have exponents $0.6$ and $2.0$ on $A$ and $0.8$ on $B$. Both centres carry auxiliary $s\{0.8,1.6,3.2,6.4\}$, $p\{0.8,1.6,3.2\}$, $d\{1.6,3.2\}$, 46 functions in all; exponents are in bohr$^{-2}$. With $\epsilon=10^{-11}$, $R_{\rm pair}=10.75$ bohr (81 cells), and $(G_c,R_c)$ is $(10.07,\,9.78)$ for $\eta=1$ and $(14.23,\,8.97)$ for $\eta=2$, in bohr$^{-1}$ and bohr.

Take $\Gamma$, $P=s(6.4)$ on $A$, and the pair ($0.6$ on $A$, $0.8$ on $B$), with $q_P=0.986279$ and $S=0.502971$. For $\eta=1$, $\bar u_P=\pi\times0.986279\times(1-1/6.4)=2.61435$ and the constant is $-2.61435\times0.502971/64=-0.020546$. For $\eta=2$, $\bar u_P=\pi\times0.986279\times(1/2-1/6.4)=1.065105$ and the constant is $-0.008371$. In $E_h\,$bohr$^{3/2}$, real space, constant and reciprocal parts add as

$$\eta=1:\quad0.077172-0.020546+0.062104=0.118730,$$
$$\eta=2:\quad0.036472-0.008371+0.090629=0.118730,$$

equal to the plain sum (2). Omitting the constant at $\eta=1$ would raise this element by $0.0205/0.1187$, or 17% of its value. Still at $\eta=1$, the largest absolute error over all elements from the wrong rule is $0.059$ a.u. at $\Gamma$; subtracting the constant at $\mathbf q\ne0$, where it does not belong, costs $0.056$ a.u.

The numerical check after this section compares (9), (10) and the one-sided form with (2), evaluated to $21$ bohr$^{-1}$ with $\tilde\rho$ from a fast Fourier transform of grid orbitals. It covers $\Gamma$, $\mathbf k=\mathbf k'=\mathbf k_1$, and $\mathbf k=\mathbf k_1$, $\mathbf k'=\mathbf k_2$, and requires absolute agreement within $10^{-9}$ a.u. With all 81 cells the largest deviations of $V$ and $J$ are about $10^{-12}$ a.u., using 1140 ($\eta=1$) or 3118 ($\eta=2$) vectors against 9938 at $\Gamma$. Restricting $|\mathbf T'|$ to $0,4,6,8$ bohr leaves errors in $V$ of $8\times10^{-3}$, $10^{-4}$, $8\times10^{-7}$, $10^{-10}$ for $\eta=1$ and $2\times10^{-3}$, $2\times10^{-5}$, $9\times10^{-8}$, $3\times10^{-13}$ for $\eta=2$. For a reciprocal tail below $10^{-8}$ in $J_{PP}$, the measured cutoffs are $14.82$ (plain), $7.70$ ($\eta=1$) and $10.18$ ($\eta=2$) bohr$^{-1}$, with 3574, 484 and 1188 vectors; (12) predicts $14.78$, $7.69$ and $10.30$. The smallest eigenvalue of $J$ at $\Gamma$ is $8.7\times10^{-4}$ a.u., so the threshold $10^{-10}$ is never active here. The fitted integrals change by $2\times10^{-13}\,E_h$ between the two $\eta$, against a largest fitting error of $3.5\times10^{-5}\,E_h$: in this model the auxiliary basis, not the summation, limits the accuracy.

Put two electrons in the normalised $\Gamma$ orbital proportional to $\phi_1+\phi_2+\phi_3$. With $\sum_{\mu\nu}S_{\mu\nu}=6.058473$, every density-matrix element is $2/6.058473=0.330116$. The Hartree energy per cell on the uniform background is $\tfrac12\langle\rho|\rho\rangle=0.637408\,E_h=17.3447$ eV.

| auxiliary set | $E_{\rm fit}$ ($E_h$) | $E-E_{\rm fit}$ ($E_h$) | charge ($e$) |
|---|---|---|---|
| $s$ (8) | 0.632146 | $5.26\times10^{-3}$ | 2.182 |
| $sp$ (26) | 0.637218 | $1.90\times10^{-4}$ | 2.079 |
| $spd$ (46) | 0.637390 | $1.79\times10^{-5}$ | 2.054 |

The fitted energy rises monotonically from below, and each error equals $\tfrac12\langle\delta\rho|\delta\rho\rangle$ summed directly in reciprocal space, as (3) requires. The $spd$ value is $17.3443$ eV, low by $4.9\times10^{-4}$ eV, or $2.8\times10^{-5}$ of the exact energy. Its charge $\sum_Pc_Pq_P=2.054$, however, is 2.7% above the true two electrons. Neither $J$ nor $V$ contains $\mathbf K=0$, so adding a constant to $\delta\rho$ leaves (3) unchanged and the fit places no condition on the charge. The charge moves toward 2 along the table, but (3) does not guarantee this. A quantity that depends on the electron count must take it from $S^{\mathbf k}$, as the constant in (9) does.

## Calculated quantities

```
a = 4.0 bohr, Omega = 64.0 bohr^3, |B| = 1.5620 bohr, 2pi/a = 1.5708 1/bohr
n_orb = 3, n_aux = 46, eps = 1e-11, pair range = 10.75 bohr, cells = 81
c (alpha=3.2, eta=1), l=0,1,2: 0.417963 0.233648 0.130613
eta = 1.0 1/bohr^2: G_c = 10.07 1/bohr, R_c = 9.78 bohr
eta = 2.0 1/bohr^2: G_c = 14.23 1/bohr, R_c = 8.97 bohr
l=0 alpha=3.2 R=8 bohr: bare 7.177e-01, ratio R=8/16 2.0000, compensated 1e-16 a.u.
l=1 alpha=3.2 R=8 bohr: bare 5.015e-02, ratio R=8/16 4.0000, compensated 1e-17 a.u.
l=2 alpha=3.2 R=8 bohr: bare 6.070e-03, ratio R=8/16 8.0000, compensated 9e-16 a.u.
k1 = (0.25,0,0.125) 2pi/a, k2 = (0,0.5,0.25) 2pi/a; reference cutoff 21 1/bohr
Gamma eta=1: nK 1140/9938, max err V 3e-13 J 1e-12, wrong K=0 rule 0.0588 a.u.
  P=s(6.4,A), mn=(0.6 A,0.8 B): q_P 0.986279, ubar 2.614349, S 0.502971 a.u.
  V real 0.07717229, K=0 -0.02054596, recip 0.06210365 a.u.
  V total 0.11872998, reference 0.11872998 a.u.
  err V for |T| <= 0,4,6,8 bohr: 8e-03 1e-04 8e-07 1e-10
Gamma eta=2: nK 3118/9938, max err V 1e-13 J 1e-13, wrong K=0 rule 0.0175 a.u.
  P=s(6.4,A), mn=(0.6 A,0.8 B): q_P 0.986279, ubar 1.065105, S 0.502971 a.u.
  V real 0.03647185, K=0 -0.00837058, recip 0.09062870 a.u.
  V total 0.11872998, reference 0.11872998 a.u.
  err V for |T| <= 0,4,6,8 bohr: 2e-03 2e-05 9e-08 3e-13
Gamma: max fit error 3.527e-05 Eh, eta dependence 2e-13 Eh, min eig J 8.68e-04 a.u.
k1,k1 eta=1: nK 1140/9938, max err V 3e-13 J 1e-12, wrong K=0 rule 0.0576 a.u.
k1,k1 eta=2: nK 3118/9938, max err V 1e-13 J 1e-13, wrong K=0 rule 0.0171 a.u.
k1,k1: max fit error 3.249e-05 Eh, eta dependence 2e-13 Eh, min eig J 8.68e-04 a.u.
k1,k2 eta=1: nK 1104/10020, max err V 1e-13 J 2e-13, wrong K=0 rule 0.0560 a.u.
k1,k2 eta=2: nK 3120/10020, max err V 1e-13 J 2e-13, wrong K=0 rule 0.0166 a.u.
k1,k2: max fit error 3.517e-05 Eh, eta dependence 9e-14 Eh, min eig J 1.11e-03 a.u.
J_PP to 1e-8, eta=None: cutoff 14.82 (estimate 14.78) 1/bohr, nG 3574
J_PP to 1e-8, eta=1.0: cutoff 7.70 (estimate 7.69) 1/bohr, nG 484
J_PP to 1e-8, eta=2.0: cutoff 10.18 (estimate 10.30) 1/bohr, nG 1188
p(1.6): d^2 4.863734, J_zz 2.299707, 4pi d^2/(3 Om) 0.318331 a.u.
bare zz excess: sphere 0.318331, 13x13x5 plate 0.642927 (trace 0.954992) a.u.
compensated (D|D)_zz: sphere 0.38057485, plate 0.38057485 a.u.
sum S = 6.058473, density matrix element = 0.330116, electrons = 2.000000
E_H exact = 0.63740753 Eh = 17.34474 eV
lmax=0 n=8: E_fit 0.63214612 Eh, error 5.261e-03, residual 5.261e-03 Eh, charge 2.18212 e
lmax=1 n=26: E_fit 0.63721759 Eh, error 1.899e-04, residual 1.899e-04 Eh, charge 2.07886 e
lmax=2 n=46: E_fit 0.63738965 Eh, error 1.788e-05, residual 1.788e-05 Eh, charge 2.05430 e
E_fit (spd) = 17.34426 eV, error = 4.865e-04 eV
```
